\section*{Where a Deep Donor Level Crosses the Fermi Level in Depletion}

\section*{Question}

A metal contact lies at $x=0$ on an n-type semiconductor that fills $x>0$. The semiconductor has permittivity $\varepsilon$ and contains two kinds of donor, both uniformly distributed. Shallow donors of density $N_D$ are all ionised. Deep donors of density $N_T$ have a level $E_T$ at a fixed depth $E_C-E_T$ below the conduction-band edge. A deep donor is neutral when it holds its electron and carries charge $+q$ when it has lost it.

The system is in thermal equilibrium at temperature $T$, so the Fermi level $E_F$ is flat. Electrons obey Boltzmann statistics with effective density of states $N_c$, and holes are negligible. The barrier height $\Phi_B$ is the value of $E_C-E_F$ at the metal. Image-force lowering and tunnelling are ignored. Let $\phi(x)$ be the upward bending of the bands, as an energy, with $\phi=0$ in the neutral bulk and $\phi(0)=B>0$. Define the bulk offset
\[
\Delta=(E_F-E_T)_{\rm bulk},
\]
and take $\Delta$ to be positive and much larger than $kT$.

\begin{enumerate}
\item[(a)] Express $\Delta$ and $B$ through the given quantities. State when the deep level crosses the Fermi level, and how often.
\item[(b)] In the depletion approximation, find the distance $\lambda$ from the depletion edge to the crossing. Does it depend on $\Phi_B$ or on $N_T$?
\item[(c)] Find the total depletion width $W$ for arbitrary $r=N_T/N_D$, treating deep donors as neutral below $E_F$ and ionised above it. Discuss the limits of small and large $r$, and of $B$ close to $\Delta$.
\item[(d)] The electron density does not drop abruptly at the edge. For $r\to0$, define a suitable edge and find how the thermal tail of the electrons changes $\lambda$.
\item[(e)] What fraction of the deep donors is ionised at the crossing, if the filled level has degeneracy $g$ and the empty one has degeneracy 1? Where is half of them ionised?
\item[(f)] Evaluate the results for a model semiconductor with relative permittivity 12, $T=300$ K, $N_D=10^{16}\ {\rm cm^{-3}}$, $N_c=2\times10^{19}\ {\rm cm^{-3}}$, $E_C-E_T=0.50$ eV and $\Phi_B=0.80$ eV. Compare $N_T=0.1N_D$ with $N_T=N_D$.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Offset and condition for a crossing}

In the bulk, the deep donors are almost all filled because $\Delta\gg kT$. Provided their small ionised density is negligible beside $N_D$, neutrality requires $n=N_D$. Boltzmann statistics give $n=N_c\exp[-(E_C-E_F)/kT]$, and therefore
\begin{equation}
(E_C-E_F)_{\rm bulk}=kT\ln\frac{N_c}{N_D}.
\end{equation}
Subtracting this from the level depth gives the offset, and subtracting it from the barrier height gives the bending:
\begin{align}
\Delta&=(E_C-E_T)-kT\ln\frac{N_c}{N_D},\\
B&=\Phi_B-kT\ln\frac{N_c}{N_D}.
\end{align}

The deep level follows the conduction band, so it rises by $\phi(x)$ while $E_F$ stays put:
\begin{equation}
E_T(x)-E_F=\phi(x)-\Delta .
\end{equation}
The crossing point $x_T$ is thus defined by $\phi(x_T)=\Delta$.

To count the solutions we need the shape of $\phi$. An electron's potential energy is $-q$ times the electrostatic potential, so Poisson's equation for the bending has a positive sign,
\begin{equation}
\frac{d^2\phi}{dx^2}=\frac{q\rho}{\varepsilon},
\end{equation}
where $\rho$ is the charge density. Where $\phi>0$ there are fewer electrons, and no fewer ionised deep donors, than in the neutral bulk, so $\rho>0$. Where $\phi<0$ the reverse holds and $\rho<0$; a negative minimum, which needs $\phi''\ge0$, is then impossible. Hence $\phi$ never becomes negative. It is convex wherever it is positive, and since its slope vanishes deep in the bulk, it falls steadily from $B$ to zero.

It follows that the level crosses $E_F$ once if $B>\Delta$ and not at all if $B<\Delta$. The Fermi depth $kT\ln(N_c/N_D)$ is common to $B$ and $\Delta$, so the condition $B>\Delta$ is the same as
\begin{equation}
\Phi_B>E_C-E_T .
\end{equation}
The barrier must be higher than the level is deep. In the marginal case of equality the crossing sits at the metal interface.

\subsection*{(b) Distance from the depletion edge}

In the depletion approximation there are no electrons between the metal and the edge $x=W$, and the semiconductor is neutral beyond it. Measure distance from the edge towards the metal by $y=W-x$. Reversing the axis leaves the second derivative unchanged.

Start at the edge, where $\phi=0$. As long as $\phi<\Delta$, the deep level is still below $E_F$; the deep donors are filled and neutral. The charge density is then $qN_D$, and
\begin{equation}
\frac{d^2\phi}{dy^2}=K,\qquad K=\frac{q^2N_D}{\varepsilon}.
\end{equation}
Both $\phi$ and the field vanish at the edge, so $\phi(0)=\phi'(0)=0$ as functions of $y$. Integrating twice,
\begin{equation}
\phi'(y)=Ky,\qquad \phi(y)=\tfrac12Ky^2 .
\end{equation}
Setting $\phi(\lambda)=\Delta$ gives
\begin{equation}
\boxed{\;\lambda=\sqrt{\frac{2\Delta}{K}}=\sqrt{\frac{2\varepsilon\,\Delta}{q^2N_D}}\;}
\label{lambda}
\end{equation}
with $\Delta$ an energy. If it is quoted in electronvolts, $\Delta/q$ is the same number in volts and one factor of $q$ cancels.

Within this approximation $\lambda$ depends neither on $\Phi_B$ nor on $N_T$. A higher barrier adds depleted material on the metal side and moves the edge and the crossing together into the semiconductor. The deep density is absent because the deep donors in the layer of thickness $\lambda$ have not yet lost their electrons. Using $N_D+N_T$ in (\ref{lambda}) would assign them a charge they do not have.

The dependence on $N_D$ is slightly weaker than an inverse square root, since doping also raises the Fermi level. From part (a), $d\Delta/d\ln N_D=kT$ at fixed $T$ and level depth, so
\begin{equation}
\frac{d\ln\lambda}{d\ln N_D}
=\frac12\frac{kT}{\Delta}-\frac12
=-\frac12\left(1-\frac{kT}{\Delta}\right).
\end{equation}

\subsection*{(c) Total width with deep donors}

Assume $B>\Delta$. On the metal side of the crossing the deep donors are ionised too, and the charge density is $q(N_D+N_T)=qN_D(1+r)$. Let $s=y-\lambda$ be the distance beyond the crossing. The bending and its slope are continuous there, because the charge density is finite. Their values are $\phi=\Delta$ and $\phi'=K\lambda$, so
\begin{equation}
\phi=\Delta+K\lambda s+\tfrac12(1+r)Ks^2 .
\end{equation}
The metal is reached at $s=w=W-\lambda$, where $\phi=B$. Substituting $K=2\Delta/\lambda^2$ from (\ref{lambda}),
\begin{equation}
B-\Delta=\frac{2\Delta}{\lambda}w+(1+r)\frac{\Delta}{\lambda^2}w^2 .
\end{equation}
Multiplication by $\lambda^2/\Delta$ gives the quadratic equation
\begin{equation}
(1+r)w^2+2\lambda w-\lambda^2\left(\frac B\Delta-1\right)=0 .
\end{equation}
The product of its roots is negative, so one root is positive, and that is the physical one:
\begin{equation}
w=\frac{\lambda}{1+r}\left[\sqrt{1+(1+r)\left(\frac B\Delta-1\right)}-1\right],
\qquad W=\lambda+w .
\label{width}
\end{equation}

For $r\to0$ the square root becomes $\sqrt{B/\Delta}$, and
\begin{equation}
W=\lambda\sqrt{\frac B\Delta}=\sqrt{\frac{2\varepsilon B}{q^2N_D}},
\end{equation}
the width for shallow donors alone.

For large $r$ at fixed $B/\Delta>1$, the root grows as $\sqrt r$ and the prefactor falls as $1/r$. Hence $w\simeq\lambda\sqrt{(B/\Delta-1)/r}$, which tends to zero, and $W$ tends to $\lambda$. Even a dense population of deep donors cannot shrink the depletion region below $\lambda$ in this model, because it contributes no charge until the bending has reached $\Delta$. This limit relies on the sharp switch from neutral to ionised at $E_F$. At finite temperature a fraction of order $e^{-(\Delta-\phi)/kT}$ of the deep donors is already ionised where $\phi<\Delta$. If $r$ is large, their charge rivals that of the shallow donors once $\phi$ is within about $kT\ln r$ of $\Delta$. The limit therefore requires $kT\ln r\ll\Delta$, which is a stronger demand than a small ionised density in the bulk. When it is not met, the region can become narrower than $\lambda$. With the parameters of part (f) and $g=2$, where $\lambda=201$ nm, equation (\ref{width}) gives $W=219$ and $207$ nm for $r=100$ and $1000$, whereas the full Poisson equation puts the edge defined in part (d) at $199$ and $165$ nm.

For $B$ so close to $\Delta$ that $z=(1+r)(B/\Delta-1)\ll1$, a condition that tightens as $r$ grows, the expansion $\sqrt{1+z}-1\simeq z/2$ gives
\begin{equation}
w\simeq\frac\lambda2\left(\frac B\Delta-1\right).
\end{equation}
The factor $1+r$ has cancelled: in a thin outer layer the bending grows through the field already present at the crossing, and the extra charge enters at the next order. If $B<\Delta$, no deep donor is ionised in this approximation, and the shallow-donor width applies for any $r$.

\subsection*{(d) The thermal tail of the electrons}

With $r\to0$, the charge density is $q(N_D-n)$, and $n=N_De^{-u}$ with $u=\phi/kT$. Dividing Poisson's equation by $K$ and defining
\begin{equation}
L^2=\frac{kT}{K}=\frac{\varepsilon kT}{q^2N_D},\qquad \delta=\frac{\Delta}{kT},
\end{equation}
we have
\begin{equation}
L^2\frac{d^2u}{dx^2}=1-e^{-u}.
\label{pb}
\end{equation}
Multiply by $du/dx$. The left side is the derivative of $\frac12L^2(du/dx)^2$ and the right side is that of $u+e^{-u}$. Both $u$ and $du/dx$ vanish in the bulk, which fixes the integration constant at $-1$:
\begin{equation}
\tfrac12L^2\left(\frac{du}{dx}\right)^2=u-1+e^{-u}.
\label{first}
\end{equation}

A smooth profile needs a definition of its edge. Choose $x_e$ so that the electrons present on the metal side equal those missing on the bulk side:
\begin{equation}
\int_0^{x_e}e^{-u}\,dx=\int_{x_e}^{\infty}(1-e^{-u})\,dx .
\end{equation}
Adding $\int_0^{x_e}(1-e^{-u})dx$ to both sides turns the left side into $x_e$, so
\begin{equation}
x_e=\int_0^\infty(1-e^{-u})\,dx .
\end{equation}
Split this integral at the crossing $x_T$. On the metal side it equals $x_T-\int_0^{x_T}e^{-u}dx$. On the bulk side, (\ref{pb}) turns it into $L^2\int_{x_T}^\infty u''dx=-L^2u'(x_T)$, which is positive because $u$ decreases. Taking the slope from (\ref{first}) at $u=\delta$,
\begin{equation}
x_e-x_T=L\sqrt{2(\delta-1+e^{-\delta})}-\int_0^{x_T}e^{-u}\,dx .
\label{exact}
\end{equation}
The last integral is small. Since $u$ is convex, it lies above its tangent at $x_T$, so $u\ge\delta+|u'(x_T)|(x_T-x)$ and the integral is at most $e^{-\delta}/|u'(x_T)|$. Dropping the terms of order $e^{-\delta}$ and using $L^2\delta=\Delta/K$ and $L^2=kT/K$,
\begin{equation}
\lambda_{\rm th}=x_e-x_T\simeq\sqrt{\frac{2\varepsilon(\Delta-kT)}{q^2N_D}} .
\label{thermal}
\end{equation}

The tail replaces $\Delta$ by $\Delta-kT$. Electrons that spill over the edge neutralise part of the donor charge. The field at a given bending is therefore lower than in the abrupt model, and by Gauss's law a lower field corresponds to a thinner layer of uncompensated donors. The ratio of the two results is $\lambda/\lambda_{\rm th}=(1-kT/\Delta)^{-1/2}\simeq1+kT/(2\Delta)$ for $kT\ll\Delta$.

The same integration taken from the metal surface gives $x_e\simeq\sqrt{2\varepsilon(B-kT)/(q^2N_D)}$ for $B\gg kT$. The correction depends on the chosen edge, so (\ref{thermal}) must be used with a width defined in the same way.

\subsection*{(e) Occupation near the crossing}

Relative to the empty donor, of statistical weight 1, the filled donor has weight $g\exp[(E_F-E_T(x))/kT]$. Since $E_F-E_T(x)=\Delta-\phi(x)$, the ionised fraction is
\begin{equation}
f_+=\frac{1}{1+g\,e^{\delta-u}} .
\end{equation}
At the crossing $u=\delta$ and $f_+=1/(1+g)$, which is $1/3$ for a spin-degenerate filled level with $g=2$.

Half ionisation requires $g\,e^{\delta-u}=1$, that is $u=\delta+\ln g$. For $g>1$ the bending must be larger than at the crossing, so this point lies closer to the metal; it exists if $B>\Delta+kT\ln g$. The derivation of part (d) holds for any bending well above $kT$, and replacing $\Delta$ by $\Delta+kT\ln g$ gives its distance from the edge:
\begin{equation}
\lambda_{1/2}\simeq\sqrt{\frac{2\varepsilon(\Delta-kT+kT\ln g)}{q^2N_D}} .
\end{equation}
In equilibrium, the charge of the deep donors follows this gradual occupation profile; it does not switch on abruptly where the two lines cross in a band diagram.

\subsection*{(f) Numerical values}

With $kT=0.02585$ eV, the bulk Fermi depth is $0.02585\ln(2000)=0.1965$ eV. Hence
\begin{align}
\Delta&=0.5000-0.1965=0.3035\ {\rm eV},\\
B&=0.8000-0.1965=0.6035\ {\rm eV}.
\end{align}
Since $B>\Delta$, there is a crossing. The ratio $\Delta/kT=11.74$ is large, and for $g=2$ the bulk ionised fraction is about $4\times10^{-6}$, so setting $n=N_D$ in the bulk is well justified for both deep densities.

The curvature is $K=1.508\times10^{-5}\ {\rm eV\,nm^{-2}}$, and
\begin{equation}
\lambda=\sqrt{\frac{2\times0.3035}{1.508\times10^{-5}}}\ {\rm nm}
\simeq201\ {\rm nm}=0.201\ \mu{\rm m}.
\end{equation}

For the outer layer, $B/\Delta-1=0.988$. Equation (\ref{width}) gives
\begin{align}
r=0.1:\quad w&=\frac{200.6}{1.1}\left(\sqrt{2.087}-1\right)=81.1\ {\rm nm},& W&=281.8\ {\rm nm},\\
r=1:\quad w&=\frac{200.6}{2}\left(\sqrt{2.977}-1\right)=72.8\ {\rm nm},& W&=273.4\ {\rm nm}.
\end{align}
Raising the deep density tenfold narrows the region by about 8 nm, all of it on the metal side of the crossing.

The thermal tail lowers the distance to
\begin{equation}
\lambda_{\rm th}=\sqrt{\frac{2(0.3035-0.0259)}{1.508\times10^{-5}}}\ {\rm nm}\simeq192\ {\rm nm}.
\end{equation}
The simple value exceeds this by 4.6\,\% of $\lambda_{\rm th}$, close to the estimate $kT/(2\Delta)=4.3\,\%$. Most of the difference is a shift of the edge. For $r=0$ the crossing lies 82.3 nm from the metal in the depletion approximation and $276.8-191.9=84.9$ nm from it in the full solution, a change of under 3 nm.

The numerical output also gives solutions of the full nonlinear Poisson equation, with the electron tail and the gradual ionisation of the deep donors. At $r=0.1$, barriers of 0.60, 0.80 and 1.00 eV place the edge at 223.6, 275.6 and 318.8 nm from the metal, while the distance from edge to crossing stays at 191.9 nm. The highest of these barriers presupposes a band gap wide enough to keep holes negligible at the metal. With a gap of about 1.1 eV, as in silicon, the hole density there would exceed $N_D$ and the model would fail. Changing the level depth to 0.40 eV gives 153.4 nm, against 153.5 nm from (\ref{thermal}).

Going from $r=0$ to $r=1$ moves the edge from 276.8 to 267.2 nm but changes the distance to the crossing by just 0.2 nm, from 191.9 to 191.7 nm. The independence of $N_T$ is thus no longer strict at finite temperature. Some deep donors on the bulk side of the crossing are already ionised, up to one third at the crossing itself. Their charge makes the bands bend a little faster, which is consistent with the slightly shorter distance.

Half ionisation occurs 198.0 nm from the edge, both from the formula and from the full solution at $r=0.1$. This is about 6 nm closer to the metal than the crossing.

These values hold for equilibrium. Under applied bias there is no common Fermi level, and the occupation of the deep donors follows from their capture and emission rates. In a steady reverse bias, for a level that exchanges carriers only with the conduction band, the occupation is set by the electron quasi-Fermi level. If $B-\Delta\gg kT$ this level is practically flat from the bulk to the crossing, so $\lambda$ keeps its equilibrium value. That argument does not cover transients, forward bias, or levels near midgap that also emit holes. The formulas also lose accuracy when $\Delta$ is only a few $kT$ and $N_T$ is comparable with $N_D$, because the deep donors are then partly ionised on the bulk side of the crossing and in the bulk itself; at $\delta\approx3$ and $r=1$ the distance is about 3\,\% shorter than (\ref{thermal}). The two terms of order $e^{-\delta}$ dropped from (\ref{exact}) have opposite signs and cancel at leading order, so for $r\to0$ (\ref{thermal}) is still accurate to 0.2\,\% at $\delta=3$ and to 1.5\,\% at $\delta=2$.

\section*{Calculated quantities}
\begin{verbatim}
relative permittivity: 12.0
temperature: 300 K
shallow donor density N_D: 1.0e+16 cm^-3
conduction-band density of states N_c: 2.0e+19 cm^-3
level depth E_C-E_T: 0.500 eV
barrier height: 0.800 eV
kT: 0.02585 eV
bulk E_C-E_F: 0.1965 eV
bulk offset Delta=E_F-E_T: 0.3035 eV
band bending B: 0.6035 eV
q^2 N_D/eps: 1.5079e-05 eV/nm^2
Debye length L: 41.41 nm
Delta/kT: 11.740
bulk ionised deep fraction: 3.98e-06
lambda, depletion approximation: 200.6 nm = 0.2006 um
N_T/N_D=0.0: metal to crossing 82.3 nm, W 282.9 nm
  direct integration: lambda 200.6 nm, W 282.9 nm
N_T/N_D=0.1: metal to crossing 81.1 nm, W 281.8 nm
  direct integration: lambda 200.6 nm, W 281.8 nm
N_T/N_D=1.0: metal to crossing 72.8 nm, W 273.4 nm
  direct integration: lambda 200.6 nm, W 273.4 nm
lambda with Delta-kT: 191.9 nm
excess of the simple lambda: 4.6 %
full Poisson solution, N_T/N_D=0.1, barrier varied:
  barrier 0.60 eV: edge 223.6 nm, lambda 191.9 nm
  barrier 0.80 eV: edge 275.6 nm, lambda 191.9 nm
  barrier 1.00 eV: edge 318.8 nm, lambda 191.9 nm
full Poisson solution, N_T/N_D=0.1, level depth varied:
  depth 0.40 eV: lambda 153.4 nm, formula 153.5 nm
  depth 0.50 eV: lambda 191.9 nm, formula 191.9 nm
  depth 0.60 eV: lambda 223.8 nm, formula 223.8 nm
full Poisson solution, deep-donor density varied:
  N_T/N_D=0.0: edge 276.8 nm, lambda 191.9 nm
  N_T/N_D=0.1: edge 275.6 nm, lambda 191.9 nm
  N_T/N_D=1.0: edge 267.2 nm, lambda 191.7 nm
ionised fraction at the crossing (g=2): 0.333
half-ionisation distance from edge, full solution: 198.0 nm
half-ionisation distance from edge, formula: 198.0 nm
\end{verbatim}
